\section*{Separating thermal expansion from the explicit anharmonic shift of a phonon}

\section*{Problem}

A phonon line of a hafnia-like dielectric lies at $\omega_1=500\ \mathrm{cm^{-1}}$ at $T_1=300$ K. On heating at constant pressure to $T_2=600$ K it softens by $8\ \mathrm{cm^{-1}}$. Its mode Grüneisen parameter is $\gamma=1.2$, and the mean volumetric expansion coefficient is $\beta=2\times10^{-5}\ \mathrm{K^{-1}}$. These are round model parameters. Line positions are wavenumbers, and energies are quoted in the same unit.

\begin{enumerate}
\item Separate the shift into a part due to expansion and an explicit part that would remain at fixed volume. Evaluate both.
\item Show how the finite separation depends on whether the crystal is first expanded or first heated.
\item Show with an anharmonic oscillator how a line can soften at fixed volume, and examine whether the separation recovers that softening.
\item Find the uncertainty of the explicit shift for independent standard errors of $0.5\ \mathrm{cm^{-1}}$ in each line position, $0.2$ in $\gamma$ and 10 percent in $\beta$. Then find how the result changes if the sample is a film clamped to a thick substrate.
\end{enumerate}

For parts 1 and 2, take a freely expanding solid that stays in one phase, with a mode that responds to volume strain but not to shear strain.

\section*{Solution}

\subsection*{1. The two contributions}

The frequency is a function $\omega(T,V)$. At constant pressure the volume also changes with temperature, so the chain rule gives
\begin{equation}
\left(\frac{\partial\omega}{\partial T}\right)_P
=\left(\frac{\partial\omega}{\partial T}\right)_V
+\left(\frac{\partial\omega}{\partial V}\right)_T
\left(\frac{\partial V}{\partial T}\right)_P .
\end{equation}
The two material coefficients are defined by
\begin{equation}
\gamma=-\left(\frac{\partial\ln\omega}{\partial\ln V}\right)_T,
\qquad
\beta=\frac1V\left(\frac{\partial V}{\partial T}\right)_P .
\end{equation}
Hence $(\partial\omega/\partial V)_T=-\gamma\omega/V$ and $(\partial V/\partial T)_P=\beta V$. The volume cancels from their product:
\begin{equation}
\left(\frac{\partial\omega}{\partial T}\right)_P
=\left(\frac{\partial\omega}{\partial T}\right)_V-\gamma\beta\omega .
\end{equation}
For positive $\gamma$ and $\beta$, expansion lowers the frequency.

For the finite interval $\Delta T=T_2-T_1=300$ K, integration of $d\ln V=\beta\,dT$ gives the logarithmic volume strain
\begin{equation}
s=\ln\frac{V_2}{V_1}=\beta\Delta T=(2\times10^{-5})(300)=0.006 .
\end{equation}
Now expand the crystal by this amount while holding its temperature at $T_1$. With constant $\gamma$, $d\ln\omega=-\gamma\,d\ln V$, so the frequency becomes $\omega_1e^{-\gamma s}$. The expansion shift is
\begin{equation}
\Delta\omega_{\rm exp}=\omega_1(e^{-\gamma s}-1)\simeq-\omega_1\gamma s .
\end{equation}
To first order,
\begin{equation}
\Delta\omega_{\rm exp}\simeq-(500)(1.2)(0.006)=-3.6\ \mathrm{cm^{-1}} .
\end{equation}
Subtraction from the total leaves
\begin{equation}
\Delta\omega_{\rm expl}=-8.0-(-3.6)=-4.4\ \mathrm{cm^{-1}},
\end{equation}
or $-0.55$ meV. This is 55 percent of the total softening.

The subtraction depends on using the volumetric coefficient. If $\beta$ were read as a linear coefficient, the strain would be tripled and the explicit shift would come out, to first order, as $-8.0+10.8=+2.8\ \mathrm{cm^{-1}}$ ($+2.7$ with the exponential), with the wrong sign.

Two limits help in reading the result. If $\gamma s=0$, the whole $-8\ \mathrm{cm^{-1}}$ is explicit. To first order the explicit part vanishes when $\omega_1\gamma s=8\ \mathrm{cm^{-1}}$, that is, at $\gamma=8/(500\times0.006)=2.67$ for the given expansion. A larger $\gamma$ would imply hardening at fixed volume.

\subsection*{2. Expanding first or heating first}

Write $\omega_2=492\ \mathrm{cm^{-1}}$ for the final line position. If expansion comes first, the explicit shift is the effect of heating at the final volume:
\begin{equation}
\Delta\omega_{\rm expl}^{(V_2)}
=\omega_2-\omega_1e^{-\gamma s}
=-4.413\ \mathrm{cm^{-1}} .
\end{equation}
If heating comes first, let $\omega(T_2,V_1)$ be the intermediate frequency. Subsequent expansion at $T_2$ gives $\omega_2=\omega(T_2,V_1)e^{-\gamma s}$. Solving for the intermediate frequency and subtracting $\omega_1$ gives
\begin{equation}
\Delta\omega_{\rm expl}^{(V_1)}
=\omega_2e^{\gamma s}-\omega_1
=-4.445\ \mathrm{cm^{-1}} .
\end{equation}
The first route requires $\gamma$ at $T_1$, the second $\gamma$ at $T_2$; here they are assumed equal. The two explicit shifts then differ by $0.03\ \mathrm{cm^{-1}}$. The extra decimals are kept to show this difference and do not represent experimental precision.

\subsection*{3. Softening at fixed volume}

Consider an oscillator with dimensionless displacement $x$, momentum $p=-i\,d/dx$ and Morse potential,
\begin{equation}
H=\frac{\Omega}{2}\left[p^2+\frac{(1-e^{-ax})^2}{a^2}\right].
\end{equation}
For small $x$ the bracket becomes $p^2+x^2$, so $\Omega$ is the harmonic frequency.

The bound levels follow by factorization. Let $W_r=r-e^{-ax}/a$ and $A_r=W_r+d/dx$. Since $W_r'=e^{-ax}$,
\begin{align}
A_r^\dagger A_r&=p^2+W_r^2-W_r'\nonumber\\
&=p^2+r^2-\left(\frac{2r}{a}+1\right)e^{-ax}
+\frac{e^{-2ax}}{a^2},\\
A_rA_r^\dagger&=p^2+r^2-\left(\frac{2r}{a}-1\right)e^{-ax}
+\frac{e^{-2ax}}{a^2}.
\end{align}
Matching the first line to the bracket in $H$ requires $2r/a+1=2/a^2$, or $r_0=1/a-a/2$. The bracket is then $A_{r_0}^\dagger A_{r_0}+1/a^2-r_0^2$. The state annihilated by $A_r$ is proportional to $\exp(-rx-e^{-ax}/a^2)$, which is normalizable for $r>0$. It therefore gives the lowest level.

Comparison of the two products also shows that
\begin{equation}
A_rA_r^\dagger=A_{r-a}^\dagger A_{r-a}+r^2-(r-a)^2 .
\end{equation}
The products $A_r^\dagger A_r$ and $A_rA_r^\dagger$ have the same nonzero eigenvalues, because $A_r$ maps an eigenstate of the first to one of the second. Each excitation thus replaces $r$ by $r-a$, as long as the new value is positive. The bracket has eigenvalues
\begin{equation}
\frac1{a^2}-(r_0-na)^2
=2\left(n+\tfrac12\right)-a^2\left(n+\tfrac12\right)^2 .
\end{equation}
Multiplication by $\Omega/2$ gives
\begin{equation}
E_n=\Omega\left(n+\tfrac12\right)-\chi\left(n+\tfrac12\right)^2,
\qquad \chi=\frac{\Omega a^2}{2}.
\end{equation}
The transition $n\to n+1$ lies at
\begin{equation}
E_{n+1}-E_n=\Omega-2\chi(n+1),
\end{equation}
because $(n+\frac32)^2-(n+\frac12)^2=2(n+1)$. Hot transitions lie lower.

Let $p_n$ be the thermal populations. The line position is taken here as the centroid of the fundamental band, formed by the transitions $n\to n+1$, in the imaginary part of the dipole susceptibility. Overtones, which lie near $2\Omega$ and higher multiples, are separate lines and are left out. For a dipole linear in $x$, each transition in the band is weighted by $p_n-p_{n+1}$ and by the squared matrix element of $x$, which is $(n+1)/2$ for a harmonic oscillator. The common factor $\frac12$ cancels from the centroid. Shifting the summation index in the $p_{n+1}$ terms gives
\begin{align}
\sum_n(n+1)(p_n-p_{n+1})
&=\sum_n p_n[(n+1)-n]=1,\\
\sum_n(n+1)^2(p_n-p_{n+1})
&=\sum_n p_n[(n+1)^2-n^2]=2\bar n+1 .
\end{align}
To leading order in $\chi/\Omega$, with $\bar n=1/(e^{\Omega/k_BT}-1)$, the centroid and its fixed-volume thermal shift are
\begin{equation}
\bar\omega=\Omega-2\chi(2\bar n+1),\qquad
\Delta\bar\omega_V=-4\chi[\bar n(T_2)-\bar n(T_1)].
\end{equation}
For $\Omega=500\ \mathrm{cm^{-1}}$ the occupation rises from $0.1000$ to $0.4316$. With the chosen value $\chi=3\ \mathrm{cm^{-1}}$, the shift is $-4(3)(0.3316)=-3.98\ \mathrm{cm^{-1}}$. Numerical diagonalization at fixed volume gives $-4.18\ \mathrm{cm^{-1}}$, a difference of 5.1 percent relative to the leading formula. At $\chi/8$ the difference is 0.60 percent. The omitted terms are of relative order $\chi/\Omega$, here about $8\chi/\Omega$.

These shifts belong to the centroid. At fixed volume the transition energies do not depend on temperature; heating only moves weight into hot bands spaced $2\chi=6\ \mathrm{cm^{-1}}$ apart, the share of $0\to1$ falling from 0.82 to 0.48. The maximum of the band follows the centroid only when the components are much broader than this spacing. With a Lorentzian of fixed full width 4, 12, 20 or $40\ \mathrm{cm^{-1}}$ on each component, the maximum shifts by $-0.03$, $-1.2$, $-2.3$ and $-3.2\ \mathrm{cm^{-1}}$.

To test the separation, let the oscillator expand its surroundings. Define $u=\ln(V/V_0)$, multiply the potential by $e^{-2\gamma_0u}$, and add an elastic energy $Ku^2/2$. With the kinetic term fixed, the harmonic frequency becomes $\Omega e^{-\gamma_0u}$. Let $U$ be the oscillator's potential energy, so that $\partial H/\partial u=-2\gamma_0U$. For a normalized eigenstate, $dE_n/du=\langle n|\partial H/\partial u|n\rangle$, since changes in the state contribute $E_n\,d\langle n|n\rangle/du=0$. Differentiating $F_{\rm osc}=-k_BT\ln\sum_ne^{-E_n/k_BT}$ gives $\sum_np_n\,dE_n/du$. Equilibrium therefore requires
\begin{equation}
Ku-2\gamma_0\langle U\rangle=0 .
\end{equation}
Heating raises $\langle U\rangle$ and expands the model.

With $\gamma_0=1.2$ and $K=35000\ \mathrm{cm^{-1}}$ per mode, the mean expansion is $1.98\times10^{-5}\ \mathrm{K^{-1}}$ and the constant-pressure shift is $-7.84\ \mathrm{cm^{-1}}$. Subtracting the expansion part, with $\gamma$ evaluated at $T_1$, gives an explicit shift of $-4.309\ \mathrm{cm^{-1}}$ at the final volume. Direct calculation at that fixed volume also gives $-4.309\ \mathrm{cm^{-1}}$. At the initial volume, using $\gamma$ at $T_2$, the recovered and direct values are $-4.264$ and $-4.263\ \mathrm{cm^{-1}}$. Such agreement is expected for any smooth $\omega(T,V)$; it shows that $\gamma$ varies little over the volume interval and says nothing about the mechanism.

The order of magnitudes is opposite to that in part 2. In this model $\gamma$ rises from $1.226$ at 300 K to $1.253$ at 600 K, making expansion more effective at the higher temperature. Applied to the original example, this rise would change the expansion part by $-0.08\ \mathrm{cm^{-1}}$.

A nearly harmonic control, with $\chi=0.003\ \mathrm{cm^{-1}}$, still softens by $3.37\ \mathrm{cm^{-1}}$ at constant pressure, but its explicit shift is just $-0.004\ \mathrm{cm^{-1}}$. Softening on heating is therefore insufficient evidence of a fixed-volume anharmonic shift.

One oscillator shows a possible mechanism, not the scattering channels of a crystal. In a ferroelectric, a change of polarization at fixed volume can also contribute to the explicit term. The subtraction cannot distinguish it from phonon-phonon coupling.

\subsection*{4. Uncertainty and a clamped film}

To first order, $\Delta\omega_{\rm expl}=\omega_2-\omega_1+\omega_1\gamma\beta\Delta T$. The derivative with respect to $\omega_1$ is $-1+0.0072$, close to $-1$. The independent error contributions are
\begin{align}
\sigma_{\rm lines}&=\sqrt2(0.5)=0.71\ \mathrm{cm^{-1}},\\
\sigma_\gamma&=(500)(0.006)(0.2)=0.60\ \mathrm{cm^{-1}},\\
\sigma_\beta&=(3.6)(0.10)=0.36\ \mathrm{cm^{-1}}.
\end{align}
Their squares add to give a standard error of $0.99\ \mathrm{cm^{-1}}$. For the assumed errors, the result is $-4.4\pm1.0\ \mathrm{cm^{-1}}$.

Now let an elastically isotropic film be clamped in its plane to a thick substrate, with its normal free of stress. Let $\alpha_f=\beta/3=6.67\times10^{-6}\ \mathrm{K^{-1}}$ be its free linear expansion coefficient, $\alpha_s$ that of the substrate, and $\nu$ the film's Poisson ratio. Each in-plane elastic strain is $e_\parallel=-(\alpha_f-\alpha_s)\Delta T$. Zero normal stress in Hooke's law requires
\begin{equation}
(1-\nu)e_\perp+2\nu e_\parallel=0,
\qquad
e_\perp=\frac{2\nu}{1-\nu}(\alpha_f-\alpha_s)\Delta T .
\end{equation}
Adding the elastic volume strain $2e_\parallel+e_\perp$ to the free expansion and dividing by $\Delta T$ gives
\begin{equation}
\beta_c=\beta-\frac{2(1-2\nu)}{1-\nu}(\alpha_f-\alpha_s).
\end{equation}
For a rough silicon-like value $\alpha_s=3\times10^{-6}\ \mathrm{K^{-1}}$ and an assumed $\nu=0.3$, $\beta_c=1.58\times10^{-5}\ \mathrm{K^{-1}}$. The expansion shift, from the exponential form, becomes $\omega_1(e^{-\gamma\beta_c\Delta T}-1)=-2.84\ \mathrm{cm^{-1}}$. If the measured total is still $-8\ \mathrm{cm^{-1}}$, the explicit part becomes $-5.16\ \mathrm{cm^{-1}}$.

Clamping also makes the normal strain exceed the in-plane strain by
\begin{equation}
(\beta_c-3\alpha_s)\Delta T=0.00204 .
\end{equation}
Suppose this difference shifts the line by $-\omega_1g$ times itself. An assumed shear coefficient $g=0.5$ gives $-0.51\ \mathrm{cm^{-1}}$, which would bring the explicit part back to $-5.16+0.51=-4.65\ \mathrm{cm^{-1}}$. The opposite sign of $g$ would move it to $-5.67\ \mathrm{cm^{-1}}$.

For hafnia memory capacitors, $\beta$ must be determined for the phase present and $\gamma$ for the particular mode. The values used here are model parameters, and a change of $0.5\times10^{-5}\ \mathrm{K^{-1}}$ in $\beta$ alone would move the explicit shift of part 1 by about $0.9\ \mathrm{cm^{-1}}$. Heating to 600 K goes well beyond ordinary memory operation. Real films are often polycrystalline and may contain several phases, whereas the calculation assumes one isotropic phase. A changing phase fraction can move an unresolved peak without shifting either component, and the present data cannot size that effect. The change in volume strain caused by clamping moves the inferred explicit shift by about $0.75\ \mathrm{cm^{-1}}$, comparable with the assumed measurement error, and the shear response can offset this or add to it. The film's actual strain should therefore be used when it is known.

\section*{Computed results}
\begin{verbatim}
Initial line position: 500.0 cm^-1
Final line position: 492.0 cm^-1
Total shift: -8.0 cm^-1
Initial temperature: 300 K
Final temperature: 600 K
Grueneisen parameter: 1.2
Volumetric expansion: 20.0 10^-6/K
Volume strain: 0.60 percent
Expansion shift, first order: -3.600 cm^-1
Explicit shift, first order: -4.400 cm^-1
Explicit shift, first order: -0.546 meV
Explicit share of total: 55.0 percent
Expansion shift, exponential: -3.587 cm^-1
Explicit shift at final volume: -4.413 cm^-1
Explicit shift at initial volume: -4.445 cm^-1
Explicit if beta misread as linear: 2.684 cm^-1
Model harmonic frequency at u=0: 500.0 cm^-1
Model harmonic Grueneisen parameter: 1.2
Model anharmonic constant chi: 3.0 cm^-1
Model elastic stiffness per mode: 35000 cm^-1
Model mean expansion: 19.79 10^-6/K
Model gamma at 300 K: 1.2265
Model gamma at 600 K: 1.2534
Model total shift: -7.839 cm^-1
Model explicit, final V, recovered: -4.3094 cm^-1
Model explicit, final V, direct: -4.3088 cm^-1
Model explicit, initial V, recovered: -4.2639 cm^-1
Model explicit, initial V, direct: -4.2627 cm^-1
Near-harmonic control, chi: 0.0030 cm^-1
Near-harmonic control, total: -3.368 cm^-1
Near-harmonic control, explicit: -0.0041 cm^-1
Bose occupation at 300 K: 0.1000
Bose occupation at 600 K: 0.4316
Fixed-volume shift at u=0, leading: -3.980 cm^-1
Fixed-volume shift at u=0, numerical: -4.184 cm^-1
Leading-formula error: 5.12 percent
Leading-formula error at chi/8: 0.60 percent
Error from two line positions: 0.71 cm^-1
Error from gamma (0.2): 0.60 cm^-1
Error from beta (10 percent): 0.36 cm^-1
Combined standard error: 0.99 cm^-1
Sampled standard error: 0.99 cm^-1
Substrate linear expansion: 3.0 10^-6/K
Free-film linear expansion: 6.67 10^-6/K
Film Poisson ratio: 0.3
Clamped volumetric expansion: 15.81 10^-6/K
Clamped expansion shift: -2.84 cm^-1
Clamped explicit shift: -5.16 cm^-1
Clamped uniaxial strain: 0.204 percent
Assumed shear coefficient: 0.5
Neglected uniaxial shift: -0.51 cm^-1
Effect of model gamma drift: -0.081 cm^-1
\end{verbatim}
